**Superexchange against distance: fixed gaps, covalency and moving gaps**

The program diagonalizes two holes on a metal–oxygen–metal unit and studies the local exponent $n=-d\ln J/d\ln d$, where $J$ is the triplet energy minus the singlet energy, $d$ the metal–oxygen distance and $t\propto d^{-7/2}$ the hopping. It asserts that the closed equations for both energies, the fourth-order $J$ and its first covalent correction agree with diagonalization for four parameter sets. It also asserts that $n$ is within 0.005 of 14 for weak hopping at fixed gaps, that $n$ stays below 14 for 200 random parameter sets, and that the formula for moving gaps holds at weak hopping. The point-ion cost of charge transfer is compared with an explicit sum over a finite rocksalt cluster. For the round reference parameters the output shows $n=12.4$ at fixed gaps, against 10 for Bloch's rule $J\propto V^{-10/3}$. A gap growing locally as $d^{-1.23}$ brings $n$ to 10, which takes about 16% of the bare point-ion Coulomb term. The full point-ion term would give $n=-2.3$, so that $J$ would fall on compression.

## Numerical verification

```python
"""
Distance scaling of superexchange in a metal-oxygen-metal unit with two holes.

Result under test: with hopping t ~ d^(-7/2) and fixed gaps, the singlet-triplet
splitting J obeys J ~ d^(-14) only for t/gap -> 0. Covalency lowers the local
exponent n = -dlnJ/dlnd, and so does a charge-transfer gap that grows on
compression. The empirical law J ~ V^(-10/3) corresponds to n = 10.

Symbols: t hopping between d and p; gap = energy to move a hole from d to p;
u_d, u_p = repulsion of two holes on one d or p orbital; d = metal-oxygen
distance. J = E(triplet) - E(singlet). Rydberg units: energy Ry, length a0,
e^2 = 2 Ry a0.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HOP_POWER = 3.5
BLOCH_VOLUME_POWER = 10.0 / 3.0
BLOCH_N = 3.0 * BLOCH_VOLUME_POWER


def pair_bases():
    """Symmetric (singlet) and antisymmetric (triplet) two-hole orbital bases."""
    sym, anti = [], []
    for i in range(3):
        for j in range(i, 3):
            v = np.zeros((3, 3))
            if i == j:
                v[i, i] = 1.0
                sym.append(v.ravel())
            else:
                v[i, j] = v[j, i] = np.sqrt(0.5)
                sym.append(v.ravel())
                w = v.copy()
                w[j, i] *= -1.0
                anti.append(w.ravel())
    return np.array(sym).T, np.array(anti).T


SYM, ANTI = pair_bases()


def exact_levels(t, gap, u_d, u_p):
    """Lowest singlet and triplet energies; orbital order d1, p, d2.
    The two lobes of the p orbital give hoppings of opposite sign."""
    h = np.array([[0.0, t, 0.0], [t, gap, -t], [0.0, -t, 0.0]])
    one = np.eye(3)
    ham = np.kron(h, one) + np.kron(one, h)
    ham += np.diag([u_d, 0, 0, 0, u_p, 0, 0, 0, u_d])
    singlet = np.linalg.eigvalsh(SYM.T @ ham @ SYM)[0]
    triplet = np.linalg.eigvalsh(ANTI.T @ ham @ ANTI)[0]
    return singlet, triplet


def exact_j(t, gap, u_d, u_p):
    singlet, triplet = exact_levels(t, gap, u_d, u_p)
    return triplet - singlet


def kinetic_sum(gap, u_d, u_p):
    return 1 / u_d + 2 / (2 * gap + u_p)


def fourth_order_j(t, gap, u_d, u_p):
    return 4 * t**4 / gap**2 * kinetic_sum(gap, u_d, u_p)


def covalency_coefficient(gap, u_d, u_p):
    """c in J = J4 (1 - c t^2 + ...)."""
    p2 = 2 * gap + u_p
    return 6 / gap**2 - 4 / (p2 * gap) * (2 * p2 + u_d) / (p2 + 2 * u_d)


def local_exponent(j_of_x, step=1e-4):
    """n = -dlnJ/dlnx at x = d/d0 = 1, by central difference."""
    return -(np.log(j_of_x(np.exp(step)))
             - np.log(j_of_x(np.exp(-step)))) / (2 * step)


def fixed_gap_exponent(t, gap, u_d, u_p):
    return local_exponent(
        lambda x: exact_j(t * x**-HOP_POWER, gap, u_d, u_p))


# Reference model: round parameters
d0, t0, gap0, ud0, up0 = 4.0, 0.1, 0.4, 0.6, 0.2

# Singlet and triplet equations, leading J and its first correction
parameter_sets = [(0.4, 0.6, 0.2), (0.4, 0.6, 0.0),
                  (0.3, 0.9, 0.5), (0.7, 0.3, 0.1)]
for gap, u_d, u_p in parameter_sets:
    t = 0.25 * gap
    es, et = exact_levels(t, gap, u_d, u_p)
    assert abs(et - (gap / 2 - np.sqrt(gap**2 / 4 + 2 * t**2))) < 1e-12
    rhs = (2 * t**2 / es + 2 * t**2 / (es - u_d)
           + 4 * t**2 / (es - 2 * gap - u_p))
    assert abs(es - gap - rhs) < 1e-10
    t = 0.01 * gap
    ratio = exact_j(t, gap, u_d, u_p) / fourth_order_j(t, gap, u_d, u_p)
    assert abs(ratio - 1) < 2e-3
    c_numeric = (1 - ratio) / t**2
    c_formula = covalency_coefficient(gap, u_d, u_p)
    assert abs(c_numeric / c_formula - 1) < 1e-2   # next order in t^2
    assert c_numeric > 2 / gap**2 * 0.99

# Weak hopping, fixed gaps: slope of exact J over a 10 percent stretch
t_weak = 0.01 * gap0
stretch = 1.1
slope_weak = -np.log(
    exact_j(t_weak * stretch**-HOP_POWER, gap0, ud0, up0)
    / exact_j(t_weak, gap0, ud0, up0)) / np.log(stretch)
assert abs(slope_weak - 14) < 5e-3

# Covalency lowers the exponent at finite hopping, over random parameters
rng = np.random.default_rng(7)
for _ in range(200):
    gap = rng.uniform(0.2, 1.0)
    n_random = fixed_gap_exponent(gap * rng.uniform(0.05, 0.5), gap,
                                  rng.uniform(0.2, 1.5), rng.uniform(0, 0.6))
    assert n_random < 14

# Moving gaps at weak hopping: formula against diagonalization
k0 = kinetic_sum(gap0, ud0, up0)
s_weight = 4 * gap0 / ((2 * gap0 + up0)**2 * k0)
u_weight = 1 / (ud0 * k0)
for m_gap, m_u in [(1.3, 0.0), (0.0, -0.5), (1.3, -0.5)]:
    n_num = local_exponent(
        lambda x: exact_j(t_weak * x**-HOP_POWER, gap0 * x**-m_gap,
                          ud0 * x**-m_u, up0), step=0.01)
    n_formula = 14 - (2 + s_weight) * m_gap - u_weight * m_u
    assert abs(n_num - n_formula) < 1e-2

# Reference model at finite hopping
j_exact = exact_j(t0, gap0, ud0, up0)
j_fourth = fourth_order_j(t0, gap0, ud0, up0)
c0 = covalency_coefficient(gap0, ud0, up0)
n_fixed = fixed_gap_exponent(t0, gap0, ud0, up0)
n_first = 14 - 7 * c0 * t0**2
assert BLOCH_N < n_fixed < 14

# Hopping at which covalency alone gives the empirical exponent
t_cov = brentq(lambda t: fixed_gap_exponent(t, gap0, ud0, up0) - BLOCH_N,
               0.02, 1.0)

# Gap exponent needed for n = 10
m_fourth = (14 - BLOCH_N) / (2 + s_weight)
gap_response = local_exponent(lambda x: exact_j(t0, gap0 * x, ud0, up0))
m_exact = (n_fixed - BLOCH_N) / gap_response


def j_coulomb_gap(x, coulomb):
    """Exact J at d = x d0 when the gap has a part varying as 1/d."""
    return exact_j(t0 * x**-HOP_POWER, gap0 + coulomb * (1 / x - 1), ud0, up0)


c_needed = m_exact * gap0
n_moving = local_exponent(lambda x: j_coulomb_gap(x, c_needed))
assert abs(n_moving - BLOCH_N) < 1e-3

# Point-ion cost of moving an electron from O(2-) to neighbouring M(2+)
odd = np.arange(1, 30, 2)
radius = np.sqrt(odd[:, None]**2 + odd[None, :]**2)
madelung = 12 * np.pi * np.sum(1 / np.cosh(np.pi * radius / 2)**2)
half = 10
axis = np.arange(-half, half + 1)
gx, gy, gz = np.meshgrid(axis, axis, axis, indexing="ij")
edge = np.where(np.abs(axis) == half, 0.5, 1.0)
charge = (2.0 * (1 - 2 * ((gx + gy + gz) % 2))
          * edge[:, None, None] * edge[None, :, None] * edge[None, None, :])
r_metal = np.sqrt(gx**2 + gy**2 + gz**2)
r_oxygen = np.sqrt((gx - 1)**2 + gy**2 + gz**2)
others = (r_metal > 0) & (r_oxygen > 0)
phi_metal = np.sum(charge[others] / r_metal[others])
phi_oxygen = np.sum(charge[others] / r_oxygen[others])


def ion_pair_energy(q_metal, q_oxygen):
    return q_metal * phi_metal + q_oxygen * phi_oxygen + q_metal * q_oxygen


cost_lattice = ion_pair_energy(1, -1) - ion_pair_energy(2, -2)
cost_formula = 4 * madelung - 1
assert abs(cost_lattice - cost_formula) < 1e-3   # finite cluster
c_bare = cost_formula * 2 / d0
n_bare = local_exponent(lambda x: j_coulomb_gap(x, c_bare))
assert n_bare < 0 < c_needed < c_bare

# Finite compression: does the locally matched model stay near d^(-10)?
mean_n = -np.log(j_coulomb_gap(0.97, c_needed) / j_exact) / np.log(0.97)
assert abs(mean_n - BLOCH_N) < 0.5

print(f"distance d0 = {d0:.1f} a0 (= {d0 * BOHR_ANGSTROM:.3f} angstrom)")
print(f"hopping t = {t0:.2f} Ry, gap = {gap0:.2f} Ry")
print(f"U = {ud0:.2f} Ry, U_p = {up0:.2f} Ry, P = {2*gap0+up0:.2f} Ry")
print(f"K = 1/U + 2/P = {k0:.4f} 1/Ry")
es0, et0 = exact_levels(t0, gap0, ud0, up0)
print(f"exact singlet energy = {es0:.6f} Ry")
print(f"exact triplet energy = {et0:.6f} Ry")
print(f"J fourth order = {j_fourth:.6f} Ry = {j_fourth*RY_EV*1e3:.1f} meV")
print(f"J exact        = {j_exact:.6f} Ry = {j_exact*RY_EV*1e3:.1f} meV")
print(f"J exact / J fourth order = {j_exact/j_fourth:.4f}")
print(f"weak-hopping test: t = {t_weak:.4f} Ry, n = {slope_weak:.4f}")
print(f"volume exponent for n = 14: {14/3:.4f}")
print(f"Bloch volume exponent {BLOCH_VOLUME_POWER:.4f}, n = {BLOCH_N:.1f}")
print(f"covalency coefficient c = {c0:.3f} 1/Ry^2")
print(f"c t^2 = {c0*t0**2:.4f}")
print(f"n fixed gaps, first correction = {n_first:.3f}")
print(f"n fixed gaps, exact = {n_fixed:.3f}")
print(f"volume exponent, fixed gaps, exact = {n_fixed/3:.3f}")
print(f"t for n = 10 by covalency alone = {t_cov:.4f} Ry")
print(f"  ratio t/gap there = {t_cov/gap0:.3f}")
print(f"weight s = {s_weight:.4f}, weight u = {u_weight:.4f}")
print(f"-dlnJ/dln(gap), exact = {gap_response:.4f}")
print(f"-dlnJ/dln(gap), fourth order = {2+s_weight:.4f}")
print(f"gap exponent m for n = 10, fourth order = {m_fourth:.3f}")
print(f"gap exponent m for n = 10, exact = {m_exact:.3f}")
print(f"Coulomb part C needed for n = 10 = {c_needed:.4f} Ry")
print(f"Madelung constant = {madelung:.5f}")
print(f"transfer cost, 4*alpha-1 = {cost_formula:.4f} e^2/d")
print(f"transfer cost, lattice sum = {cost_lattice:.4f} e^2/d")
print(f"bare point-ion C = {c_bare:.4f} Ry")
print(f"needed C / bare C = {c_needed/c_bare:.4f}")
print(f"n with bare point-ion C, exact = {n_bare:.2f}")
for x in (0.99, 0.97):
    fixed = exact_j(t0 * x**-HOP_POWER, gap0, ud0, up0) / j_exact
    moving = j_coulomb_gap(x, c_needed) / j_exact
    print(f"d/d0 = {x:.2f}, V/V0 = {x**3:.4f}: J(d)/J(d0) =")
    print(f"  d^-14 law {x**-14:.4f}, d^-10 law {x**-BLOCH_N:.4f}")
    print(f"  exact fixed gaps {fixed:.4f}, exact moving gap {moving:.4f}")
print(f"mean n over 3 percent, moving gap = {mean_n:.3f}")
print("done: every assertion held")
```

Output:

```
distance d0 = 4.0 a0 (= 2.117 angstrom)
hopping t = 0.10 Ry, gap = 0.40 Ry
U = 0.60 Ry, U_p = 0.20 Ry, P = 1.00 Ry
K = 1/U + 2/P = 3.6667 1/Ry
exact singlet energy = -0.052155 Ry
exact triplet energy = -0.044949 Ry
J fourth order = 0.009167 Ry = 124.7 meV
J exact        = 0.007206 Ry = 98.0 meV
J exact / J fourth order = 0.7861
weak-hopping test: t = 0.0040 Ry, n = 13.9979
volume exponent for n = 14: 4.6667
Bloch volume exponent 3.3333, n = 10.0
covalency coefficient c = 25.682 1/Ry^2
c t^2 = 0.2568
n fixed gaps, first correction = 12.202
n fixed gaps, exact = 12.410
volume exponent, fixed gaps, exact = 4.137
t for n = 10 by covalency alone = 0.1775 Ry
  ratio t/gap there = 0.444
weight s = 0.4364, weight u = 0.4545
-dlnJ/dln(gap), exact = 1.9627
-dlnJ/dln(gap), fourth order = 2.4364
gap exponent m for n = 10, fourth order = 1.642
gap exponent m for n = 10, exact = 1.228
Coulomb part C needed for n = 10 = 0.4912 Ry
Madelung constant = 1.74756
transfer cost, 4*alpha-1 = 5.9903 e^2/d
transfer cost, lattice sum = 5.9903 e^2/d
bare point-ion C = 2.9951 Ry
needed C / bare C = 0.1640
n with bare point-ion C, exact = -2.29
d/d0 = 0.99, V/V0 = 0.9703: J(d)/J(d0) =
  d^-14 law 1.1511, d^-10 law 1.1057
  exact fixed gaps 1.1323, exact moving gap 1.1055
d/d0 = 0.97, V/V0 = 0.9127: J(d)/J(d0) =
  d^-14 law 1.5318, d^-10 law 1.3561
  exact fixed gaps 1.4523, exact moving gap 1.3536
mean n over 3 percent, moving gap = 9.941
done: every assertion held
```
